Thermal conductivity from imposed heat flow in a periodic simulation cell

**Question**

A glassy polymer is simulated by molecular dynamics in a cell that repeats periodically in all three directions. The cell measures 5 nm × 5 nm across and L = 20 nm along z. A hot slab of width w = 1 nm is centred at z = 0, and a cold slab of the same width is centred at z = L/2 = 10 nm. The thermostat adds a total power P = 20 nW to the hot slab and removes the same power from the cold slab, in each case uniformly over the slab. In the steady state the temperature profile between the slabs is straight, with a slope of magnitude g = 2 K/nm on both sides of the hot slab. The mean temperature is 300 K.

Assume that Fourier's law holds with one conductivity k throughout the cell, that there is no net flow of matter, and that no heat is added or removed outside the slabs. The two regions between the slabs are called arms, and A = 25 nm² is the area of one cross section.

**(a) Find the heat flux in each arm.**

*Model answer.* Let q(z) be the heat flux in the +z direction and s(z) the power added per unit volume. In the steady state the energy in a thin slice does not change, so what leaves exceeds what enters by the amount added:

dq/dz = s(z).

In an arm s = 0, so q is constant there. In the hot slab s = P/(Aw). Integrating across that slab gives

q(w/2) − q(−w/2) = P/A.

The hot slab has two faces because the cell is periodic: heat leaving to the left reaches the periodic image of the cold slab centred at z = −L/2. The arrangement is unchanged when z is replaced by −z, and this reflection reverses the direction of the flux. Hence q(−w/2) = −q(w/2), and

q(w/2) = P/(2A) = 20 nW / (2 × 25 nm²) = 0.4 nW/nm².

In SI units this is 4 × 10⁸ W/m². Each arm carries 10 nW. For a disordered polymer the reflection symmetry holds for the average over many samples; a single small sample may have slightly unequal arms.

**(b) Find the conductivity. What would be inferred if the second face were forgotten?**

*Model answer.* Fourier's law is q = −k dT/dz. To the right of the hot slab the temperature falls with z, so dT/dz = −g and q = kg. To the left both q and dT/dz change sign, and the same relation holds between magnitudes. Therefore

k = P/(2Ag) = (0.4 nW/nm²)/(2 K/nm) = 0.2 nW/(nm K).

The factors of 10⁻⁹ in nW and nm cancel, so k = 0.2 W/(m K).

Sending all 20 nW through one face would give a flux of 0.8 nW/nm² and k = 0.4 W/(m K), twice the correct value. The same 0.4 W/(m K) would be correct if 20 nW were the power in each direction, since the total would then be 40 nW. A report of such a simulation must therefore say which power it quotes.

If the input file expects atomic-scale units, the total power is 0.125 eV/ps. The result also needs equal heating and cooling rates: with unequal rates the cell as a whole warms or cools, and the flux is no longer constant along an arm.

**(c) Find the temperature difference between the centres of the two slabs. Why should the slope not be calculated from this difference and the distance L/2?**

*Model answer.* Inside the hot slab the flux is zero at the centre, by symmetry, and grows in proportion to z:

q(z) = Pz/(Aw), for −w/2 < z < w/2.

At z = w/2 this equals P/(2A), as required. Dividing by k = P/(2Ag) gives the local slope, of magnitude 2gz/w. The drop from the centre of the slab to its face is

∫ from 0 to w/2 of (2gz/w) dz = (g/w)(w/2)² = gw/4.

The cold slab contributes the same amount. An arm has length L/2 − w, because half a slab is taken from each end, and contributes g(L/2 − w). The total is

ΔT = g(L/2 − w) + 2(gw/4) = g(L/2 − w/2).

Here ΔT = 2 K/nm × 9.5 nm = 19 K. The profile is antisymmetric about the middle of an arm, so the slab centres lie at 309.5 K and 290.5 K. A numerical solution of the energy balance on a ring of 400 cells, with k = 0.2 W/(m K) and the same heating, also gives 19.00 K.

Dividing 19 K by 10 nm gives 1.9 K/nm, which is 5 % too small, and would make k 5 % too large. The error comes from the slabs, where the flux is below its value in the arms. It vanishes for thin slabs: as w → 0, ΔT → gL/2. In the opposite limit, w → L/2, the slabs touch and no arm is left in which to measure a slope. The slope should be fitted between the slabs.

**(d) The cold slab is now moved so that its centre is 5 nm from that of the hot slab on one side and 15 nm on the other. P and k are unchanged. Find the two slopes, and show how k can be obtained from them.**

*Model answer.* The reflection symmetry is lost, so the power need not divide equally. Let g₁ and g₂ be the magnitudes of the slopes in the short and long arms, and d₁ = 5 nm and d₂ = 15 nm the distances between slab centres. Energy balance of the hot slab gives

P = kA(g₁ + g₂).

A second equation follows because both paths join the same two temperatures. Take the short arm to be on the right. Across the hot slab the flux divided by k rises linearly from −g₂ at the left face to g₁ at the right face, so it is (g₁ − g₂)/2 at the centre. The drop from the centre to the right face is the half-width times the mean of the two end values:

(w/2) × ½[(g₁ − g₂)/2 + g₁] = w(3g₁ − g₂)/8.

The cold slab gives the same drop on its side of this arm. The total along the short path is

g₁(d₁ − w) + w(3g₁ − g₂)/4 = g₁d₁ − w(g₁ + g₂)/4.

Exchanging the labels 1 and 2 gives g₂d₂ − w(g₁ + g₂)/4 for the long path. The two totals must be equal, and the slab terms cancel:

g₁d₁ = g₂d₂.

The arms act as two thermal resistances in parallel. From the energy balance,

g₁ + g₂ = 20 nW / (0.2 nW/(nm K) × 25 nm²) = 4 K/nm,

and since g₁ = 3g₂, the slopes are g₁ = 3 K/nm and g₂ = 1 K/nm. The conductivity follows from their sum, without using the distances:

k = P/[A(g₁ + g₂)] = 0.2 W/(m K).

Using P/(2Ag) with one arm alone would give 0.133 W/(m K) from the short arm and 0.4 W/(m K) from the long one. When d₁ = d₂ the slopes are equal and the formula of part (b) returns.

**(e) The simulation starts from a uniform temperature. Estimate how long it must run before averages are taken. The atom density is 106.5 nm⁻³; treat the atoms as classical and their vibrations as harmonic.**

*Model answer.* Let θ(z,t) be the difference between the actual and the final temperature profile. The heating terms cancel in this difference, so θ obeys the diffusion equation without a source:

∂θ/∂t = D ∂²θ/∂z², with D = k/C,

where C is the heat capacity per unit volume. In a cell of period L the solutions are sines and cosines of 2πnz/L, which decay at the rates D(2πn/L)². The n = 0 term is a uniform shift; it stays constant because the total energy is conserved when heating and cooling balance. The slowest decay has n = 1 and the time constant

τ = L²/(4π²D).

A classical harmonic solid has three kinetic and three potential quadratic energy terms per atom, each with mean energy k_BT/2. Its heat capacity is therefore 3k_B per atom, and

C = 3 × (106.5 × 10²⁷ m⁻³) × k_B = 4.41 × 10⁶ J/(m³ K).

Then D = 0.2/(4.41 × 10⁶) = 4.54 × 10⁻⁸ m²/s, and

τ = (20 × 10⁻⁹ m)² / (4π² × 4.54 × 10⁻⁸ m²/s) = 0.22 ns.

After 5τ, about 1.1 ns, the slowest mode has fallen to e⁻⁵, or 0.7 %, of its initial size, and averaging may begin. At fixed k and C, a cell twice as long needs four times the settling time.

**(f) After settling, the slope in one arm is found by fitting a line to the temperatures of nine slices, each 1 nm wide and holding N = 2662 atoms. Estimate the statistical uncertainty of k after averaging for t = 20 ns.**

*Model answer.* Take the temperature of a slice from its vibrational energy. That energy is a sum of 6N independent quadratic terms, each with variance (k_BT)²/2, so its variance is 3N(k_BT)². Dividing the standard deviation by the heat capacity 3Nk_B gives the temperature spread

σ = T/√(3N) = 300 K/√(3 × 2662) = 3.36 K.

Measure the slice positions x from the middle of the arm: x = −4, −3, …, 4 nm. The least-squares slope is Σ(xT)/Σx². For independent slices its standard deviation is σ/√(Σx²), and with Σx² = 60 nm²

σ_g = 3.36/√60 = 0.43 K/nm.

Fits to 20 000 sets of randomly drawn slice energies give 0.431 K/nm, against 0.433 K/nm from the formula. One snapshot thus leaves an uncertainty of about a fifth of the slope itself.

Successive snapshots are correlated. If the correlation decays as exp(−u/τ) with time separation u, the variance of the time average is

σ_g² (2/t²) ∫ from 0 to t of (t − u) exp(−u/τ) du = σ_g² {2τ/t − (2τ²/t²)[1 − exp(−t/τ)]}.

For t much longer than τ the first term dominates, and the variance is reduced by the factor 2τ/t = 2 × 0.223/20 = 0.022. Hence

σ_g (averaged) = 0.433 × √0.0223 = 0.065 K/nm,

which is 3.2 % of the slope. The imposed power has no sampling error, so k has the same relative uncertainty: k = 0.200 ± 0.006 W/(m K).

The estimate is cautious in giving all the noise the correlation time of the slowest mode, since shorter waves decay faster. It leaves out the rapid exchange between kinetic and potential energy, which adds noise when temperature is computed from velocities. Averaging both arms does not reduce the slowest contribution: the mode cos(2πz/L) changes both slopes by the same amount, and the mode sin(2πz/L) has zero slope at the middle of each arm.

**(g) The factor of two is examined in a simpler system, a chain of particles with energy**

Σ [p_j²/2 + q_j⁴/4 + (q_{j+1} − q_j)²/2]

**in reduced units. A ring of 48 particles has two four-particle thermostats, set to temperatures 1.3 and 0.7 and centred half a ring apart. The average heat rates into the thermostatted groups are 0.0767 and −0.0776. The energy currents in the arms are 0.0386 and 0.0387, and the fitted slopes 0.0130 and 0.0131 per site. An open chain of 28 particles, with the same thermostats at its ends and a single arm of the same length, carries 0.0401 with a slope of 0.0145. Explain how the current is measured, and interpret the data.**

*Model answer.* Write r_j = q_{j+1} − q_j and assign half of each spring's energy to each of its two particles. Particle j then has energy

h_j = p_j²/2 + q_j⁴/4 + (r_{j−1}² + r_j²)/4.

The equations of motion are dq_j/dt = p_j and dp_j/dt = −q_j³ + r_j − r_{j−1}. On differentiating h_j the terms in q_j³ cancel, leaving

dh_j/dt = p_j(r_j − r_{j−1}) + ½r_{j−1}(p_j − p_{j−1}) + ½r_j(p_{j+1} − p_j)
= ½r_j(p_j + p_{j+1}) − ½r_{j−1}(p_{j−1} + p_j).

This has the form J_{j−1} − J_j, inflow minus outflow, with the current from particle j to particle j+1

J_j = −½(p_j + p_{j+1})(q_{j+1} − q_j).

The current is thus obtained from the motion in the arm, without reference to the thermostats.

The two heat rates differ in size by about 1 %, and their mean size is 0.0772. Half of this is 0.0386, in agreement with both arm currents: each arm carries half the power. The ring conductivity, power divided by the sum of the slopes, is 2.95 from the unrounded data. The open chain has one path, and its conductivity is 0.0401/0.0145 = 2.77. The values differ by about 6 %. The data do not show whether this is sampling noise or an effect of the different thermostat surroundings. Forgetting the second path would raise the ring value to 5.9, which the open chain clearly contradicts.

The data also show why the slope must be measured in the arm. The thermostat centres are 24 sites apart, and the fitted slope over that distance accounts for a drop of 0.31, while the thermostats are set 0.6 apart. The rest is lost in and near the thermostatted groups. Using 0.6/24 = 0.025 as the slope would give a conductivity of about 1.5, roughly half the value found from the arms.

**(h) The polymer model is meant to resemble PMMA, for which rough room-temperature values are: heat capacity 1.7 × 10⁶ J/(m³ K), sound speed 2500 m/s, and conductivity varying as T^0.3. How far can the simulated k be compared with a measured one?**

*Model answer.* The value 0.2 W/(m K) is in the rough range of glassy PMMA, and the hot slab, at 309.5 K, stays well below the glass transition, which is near 380 K. The slope is far from ordinary laboratory conditions: 2 K/nm is 2 × 10⁹ K/m, whereas 10 K across a 1 mm plate is 10⁴ K/m. Three neglected effects can be sized.

First, k depends on temperature. Constant flux requires T^0.3 × g to be constant, so the relative change of slope along the 9 nm arm is about 0.3 × 18 K/300 K = 1.8 %, with the steeper part on the cold side. The changes on either side of the middle nearly cancel in a straight-line fit, whose slope is biased by less than 0.01 %.

Second, Fourier's law needs heat carriers that travel much less than the arm length. The kinetic estimate k = CvΛ/3, with v the sound speed and Λ the mean free path, gives

Λ = 3 × 0.2/(1.7 × 10⁶ × 2500) m = 0.14 nm,

or 1.6 % of the arm. Here C is the rough measured heat capacity; the larger classical value of part (e) would give an even shorter length, about 0.05 nm. A length this close to the atomic spacing should not be read as the path of a real wave packet; it suggests that most vibrations carry heat only over short distances. It does not exclude a few long waves that travel much farther. Repeating the simulation with longer cells is a way to test for their effect.

Third, and possibly largest, the simulation is classical. Its heat capacity is 2.6 times the rough measured value, because in the real polymer the stiff vibrations have quanta much larger than k_BT and are hardly excited at 300 K. If every vibration carried heat in proportion to its heat capacity, removing the excess would lower k from 0.2 to about 0.08 W/(m K). If the stiff vibrations carry little heat, the change is smaller, by an amount that depends on which vibrations carry the rest. The ratio therefore shows the possible scale of the problem and is not a correction factor.

The 3 % statistical uncertainty thus covers only the thermal noise in one sample of the classical model. It does not include differences between disordered samples or an effect of the cell length. Agreement with a measured conductivity would not by itself show that the model is right, since errors in the forces and in the classical treatment could offset each other. The main values used in these answers are listed in the numerical output below.

Numbers as computed

```
total power: 20.0 nW
total power, converted: 0.1248 eV/ps
cross section of one face: 25.0 nm^2
gradient: 2.00 K/nm
flux through each face: 0.400 nW/nm^2
flux, converted: 4.00e+08 W/m^2
conductivity: 0.200 W/(m K)
conductivity if second face is forgotten: 0.400 W/(m K)
cell length: 20.0 nm; slab width: 1.0 nm
arm length between slab faces: 9.0 nm
mean temperature: 300.0 K
centre-to-centre drop, formula: 19.00 K
centre-to-centre drop, ring solution: 19.00 K
hot and cold slab centres: 309.50, 290.50 K
off-centre distances: 5.0, 15.0 nm
off-centre gradients: 3.000, 1.000 K/nm
off-centre k from short arm alone: 0.133 W/(m K)
off-centre k from long arm alone: 0.400 W/(m K)
rough density: 1.18 g/cm^3
repeat-unit mass: 100.12 g/mol; atoms: 15
atom density: 106.5 per nm^3
atoms in cell: 53232
classical heat capacity: 4.41e+06 J/(m^3 K)
rough measured heat capacity: 1.70e+06 J/(m^3 K)
classical/measured heat capacity: 2.59
diffusivity of classical model: 4.54e-08 m^2/s
settling time: 0.223 ns
atoms in a 1.0 nm slice: 2662
slices per arm: 9
slice temperature spread: 3.36 K
gradient spread, one snapshot: 0.433 K/nm
gradient spread, sampled: 0.431 K/nm
run time: 20.0 ns
gradient spread after run: 0.065 K/nm
relative gradient spread after run: 3.2 %
rough exponent of k(T): 0.3
gradient change along arm from k(T): 1.80 %
fitted-slope bias from k(T): 0.0044 %
rough sound speed: 2500 m/s
mean free path estimate: 0.141 nm
mean free path/arm length: 1.6 %
chain baths: 1.3, 0.7 (reduced)
ring chain, hot and cold heat rates: 0.0767, -0.0776 (reduced)
ring chain, half of power: 0.0386 (reduced)
ring chain, arm currents: 0.0386, 0.0387 (reduced)
ring chain, gradients: 0.0130, 0.0131 (reduced)
ring chain, conductivity: 2.95 (reduced)
open chain, power: 0.0401 (reduced)
open chain, gradient: 0.0145 (reduced)
open chain, conductivity: 2.77 (reduced)
```
